# Heating of a spin-orbit-torque channel by a nanosecond pulse

## Problem

A spin-orbit-torque device is written by a current pulse through a resistive heavy metal. The pulse is rectangular, lasts $t=1$ ns and has current density $J=5\times10^{11}$ A/m² in the metal itself. The metal has resistivity $\rho=200$ µΩ cm and heat capacity per volume $C=2.5\times10^{6}$ J/(m³ K).

1. Estimate the temperature rise if no heat leaves the metal.
2. How much do sloping pulse edges and temperature-dependent $\rho$ and $C$ change this estimate?
3. The metal is a film of thickness $d=5$ nm on silicon oxide, with thermal conductivity $k_{ox}=1.4$ W/(m K) and heat capacity $C_{ox}=1.6\times10^{6}$ J/(m³ K). Is the pulse adiabatic for this film? If not, find the rise.
4. How thick must the film be for the adiabatic estimate to hold within 10%?
5. What do contact resistance, an oxide cover and a finite channel width change?

Throughout, $\Delta T$ is the rise above the starting temperature at the end of the pulse, and electrons and lattice share one temperature.

## Solution

### 1. The adiabatic rise

Ohm's law gives the field $E=\rho J$. The current delivers the power $JE$ per volume, so

$$p=JE=J^2\rho .$$

With no heat loss, all of it warms the metal: $C\,d\Delta T/dt'=J^2\rho$, where $t'$ is the time during the pulse. For constant $J$, $\rho$ and $C$, integration from $0$ to $t$ gives

$$\Delta T_{ad}=\frac{J^2\rho\,t}{C}.$$

Since 1 µΩ cm is $10^{-8}$ Ω m, $\rho=2\times10^{-6}$ Ω m. Then

$$p=(5\times10^{11})^2(2\times10^{-6})=5\times10^{17}\ \text{W/m}^3,$$

$$\Delta T_{ad}=\frac{(5\times10^{17})(10^{-9})}{2.5\times10^{6}}=200\ \text{K}.$$

A start at 300 K would end at 500 K. The rise is quadratic in $J$: at fixed $\rho$, $t$ and $C$, half the current density gives 50 K.

The terminals tell the same story. A channel 5 nm thick, 100 nm wide and 300 nm long carries 0.25 mA through 1200 Ω, at 0.30 V. The pulse energy is 75 fJ. The volume is $1.5\times10^{-22}$ m³, so its heat capacity is $3.75\times10^{-16}$ J/K, and the quotient is again 200 K. The dimensions cancel because both energy and heat capacity are proportional to volume.

### 2. Corrections that keep the heat inside

**Pulse edges.** Let the current rise and fall linearly, each in a time $t_e$, with the full width at half maximum held at $t$. The plateau then lasts $t-t_e$. Heating follows $J^2$, so each edge contributes

$$\int_0^{t_e}\left(\frac{t'}{t_e}\right)^2dt'=\frac{t_e}{3}.$$

The effective duration is $t-t_e+2t_e/3=t-t_e/3$. For $t_e=0.2$ ns the rise is $200(1-0.2/3)=187$ K.

**Resistivity.** Let $\rho=\rho_0(1+\alpha\Delta T)$ at fixed $J$. Separating variables in the energy balance gives

$$\int_0^{\Delta T}\frac{du}{1+\alpha u}=\frac{\ln(1+\alpha\Delta T)}{\alpha}=\Delta T_{ad}
\quad\Rightarrow\quad
\Delta T=\frac{e^{\alpha\Delta T_{ad}}-1}{\alpha}.$$

For $\alpha=\pm2\times10^{-4}$ K⁻¹ this is 204 K or 196 K.

**Heat capacity.** Let $C=C_0(1+\beta\Delta T)$ at constant $\rho$. Integration gives $\Delta T+\beta\Delta T^2/2=\Delta T_{ad}$. The root that vanishes with $\Delta T_{ad}$ is

$$\Delta T=\frac{\sqrt{1+2\beta\Delta T_{ad}}-1}{\beta},$$

or 196 K for $\beta=2\times10^{-4}$ K⁻¹. For these example values, the edges change the estimate by about 7% and each material property changes it by about 2%.

### 3. Heat loss from the thin film

Take the film temperature as uniform, its top as insulated, and its contact with a deep oxide as perfect. Lateral flow is neglected for now.

**Flux into the oxide.** At depth $z$ the oxide temperature rise $\theta$ obeys $C_{ox}\,\partial\theta/\partial t=k_{ox}\,\partial^2\theta/\partial z^2$, with $\theta=0$ at the start. A Laplace transform in time, marked by a hat, turns this into $C_{ox}s\,\hat\theta=k_{ox}\hat\theta''$. The solution that decays with depth and matches the film is

$$\hat\theta=\widehat{\Delta T}\,e^{-z\sqrt{sC_{ox}/k_{ox}}}.$$

The flux entering the oxide is therefore

$$-k_{ox}\hat\theta'(0)=e_{ox}\sqrt s\,\widehat{\Delta T},\qquad e_{ox}=\sqrt{k_{ox}C_{ox}} .$$

The effusivity $e_{ox}$ is 1497 J/(m² K s$^{1/2}$).

**Film balance.** Per unit area, stored heat plus lost heat equals supplied heat:

$$(Cd\,s+e_{ox}\sqrt s)\,\widehat{\Delta T}=\frac{pd}{s}.$$

Define $\tau=(Cd/e_{ox})^2$ and $a=1/\sqrt\tau$. Division by $Cd$ gives

$$\widehat{\Delta T}=\frac pC\,\frac{1}{s^{3/2}(\sqrt s+a)} .$$

Partial fractions in $\sqrt s$ give

$$\frac{1}{s^{3/2}(\sqrt s+a)}=\frac{1}{a\,s^{3/2}}-\frac{1}{a^2s}+\frac{1}{a^2\sqrt s(\sqrt s+a)} .$$

To confirm this, combine the last two terms into $-1/[a s(\sqrt s+a)]$; adding the first term restores the left side.

**Inversion.** The first two terms come from $2\sqrt{t/\pi}/a$ and $-1/a^2$. For the third, consider $h(t)=e^{a^2t}\,\mathrm{erfc}(a\sqrt t)$. Differentiation gives

$$h'=a^2h-\frac{a}{\sqrt{\pi t}},\qquad h(0)=1 .$$

Since $1/\sqrt{\pi t}$ transforms to $1/\sqrt s$, we have $s\hat h-1=a^2\hat h-a/\sqrt s$. Hence

$$\hat h=\frac{1-a/\sqrt s}{s-a^2}=\frac{1}{\sqrt s(\sqrt s+a)},$$

which is the function needed. Collecting terms, with $x=t/\tau$, and dividing by $\Delta T_{ad}=pt/C$:

$$\frac{\Delta T}{\Delta T_{ad}}=f(x)=\frac{2\sqrt{x/\pi}-1+e^x\,\mathrm{erfc}\sqrt x}{x}.$$

**Numbers.** Here $Cd=0.0125$ J/(m² K), so $\tau=(0.0125/1497)^2$ s, or 70 ps. The pulse is much longer than this: $x=14.3$ and $f=0.238$. The rise is

$$\Delta T=0.238\times200\ \text{K}\approx48\ \text{K}.$$

The pulse is not adiabatic for this film; about three quarters of the heat has entered the oxide. A direct numerical solution of the same heat-flow problem gives 47.7 K, as does the formula.

**Long-pulse limit.** For $x\gg1$ the first term of $f$ dominates, and

$$\Delta T\simeq\frac{2J^2\rho d}{e_{ox}}\sqrt{\frac t\pi}.$$

The film's heat capacity has dropped out, and at fixed $J$ the rise is proportional to thickness. At $x=14.3$ this leading term gives about 60 K, so the full formula is still needed.

### 4. When the adiabatic estimate holds

For short pulses, write $h$ as a series in $\sqrt x$. In terms of $x$ its equation is $h'=h-1/\sqrt{\pi x}$, and matching powers gives

$$h=1-\frac{2\sqrt x}{\sqrt\pi}+x-\frac{4x^{3/2}}{3\sqrt\pi}+\frac{x^2}{2}-\cdots$$

Inserted in $f$, the first two terms cancel against $2\sqrt{x/\pi}-1$, leaving

$$f=1-\frac{4\sqrt x}{3\sqrt\pi}+\frac x2-\cdots$$

The loss starts as $\sqrt x$, so a small error requires a very small $x$. Solving $f=0.9$ with the full formula gives $x\approx0.021$. Since $x=t e_{ox}^2/(Cd)^2$, the thickness for a 1 ns pulse is 130 nm.

A film this thick is not at uniform temperature. The Wiedemann–Franz law estimates the electronic thermal conductivity at $T=300$ K:

$$k_m=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac T\rho=3.7\ \text{W/(m K)},$$

where $e$ is the elementary charge. The diffusion length $\sqrt{k_mt/C}$ is 38 nm. Heat loss cools the bottom of the film below its mean temperature, which reduces the flux into the oxide. The uniform-film model therefore overstates the loss. Solving for diffusion inside the metal as well gives a mean rise of 185.3 K at 130 nm, a loss of 14.7 K or about 7%. In a film well thicker than the diffusion length, the flux into the oxide hardly depends on $d$, so the lost fraction varies as $1/d$. The loss therefore reaches 10%, or 20 K, at $130\times14.7/20$ nm: the film must be roughly 100 nm thick. This figure is for the mean rise with perfect contact; an interface conductance of 200 MW/(m² K) would lower it to about 80 nm. It also uses the electronic conductivity alone. Heat conduction by the lattice adds to it, and a total of 10 W/(m K) would raise the thickness to about 110 nm. At 5 nm, including diffusion inside the metal changes 47.7 K to 48.5 K, so the uniform model serves well there.

### 5. Other heat paths

The table keeps $J$, $\rho$, $C$ and $t$ fixed, and $d=5$ nm in the film cases. "Contact" means an interface conductance of 200 MW/(m² K).

| Case | Rise (K) |
|---|---:|
| No heat loss | 200 |
| Oxide below, perfect contact | 48 |
| Oxide below, with contact | 57 |
| Oxide on both faces, with contacts | 32 |
| As above, strip 100 nm wide, mean | 28 |

Contact resistance keeps the film warmer. The temperature step at the interface is the flux divided by the conductance. While the film is warming, the flux is below $pd=2.5\times10^9$ W/m², so the step is below 12.5 K. The calculated increase, about 9 K, fits within that limit.

A cover opens a second path and lowers the rise to 32 K. In a narrow strip, heat also spreads sideways through oxide, over a diffusion length $\sqrt{k_{ox}t/C_{ox}}$ of 30 nm. The two-dimensional calculation, which includes conduction across the metal's width, gives 30 K at the centre and 28 K on average. It leaves out heat flow through the strip's thin side faces, which, with the same contact conductance, would lower the average by about 0.7 K.

### Comparison with a real channel

The film parameters are rough typical values for a beta-tungsten channel on silicon oxide; the resistivity of the metal varies considerably with preparation. Of the assumptions tested here, thermal isolation matters most for such a channel: in the film models above, dropping it takes the estimate from 200 K to between 28 and 57 K. This range depends on the assumed contact conductance, which is uncertain: it becomes about 34 to 65 K at 100 MW/(m² K) and about 45 to 81 K at 50 MW/(m² K). It also assumes an oxide much thicker than its 30 nm diffusion length; a thinner oxide on silicon gives a smaller rise. Starting from 300 K, the covered strip would average about 328 K at the end of the pulse, instead of 500 K.

These figures still describe a model. They omit the magnetic tunnel junction on top of the channel, current diverted into its magnetic layer, cooling through the channel ends, and heat left over from earlier pulses. The first and third provide further places for heat to go; repeated pulses can raise the starting temperature. The 200 K result is thus a ceiling for one pulse with the stated constant properties and no other heat source, and a poor prediction for a 5 nm film. The numerical output below gives the main computed values.

## Numbers as computed

```
Current density: 5.00e+11 A/m2
Resistivity: 200 microohm cm
Pulse duration: 1.0 ns
Metal heat capacity: 2.50e+06 J/(m3 K)
Channel thickness: 5.0 nm
Channel width: 100 nm
Channel length: 300 nm
Electric field: 1.00e+06 V/m
Power density: 5.00e+17 W/m3
Energy density: 5.00e+08 J/m3
Current: 0.250 mA
Resistance: 1200 ohm
Voltage: 0.300 V
Pulse energy: 75.0 fJ
Adiabatic rise: 200.0 K
Starting temperature: 300 K
Adiabatic final temperature: 500 K
Linear edge duration: 0.2 ns
Adiabatic rise with shaped pulse: 186.7 K
Size of resistivity coefficient: 2.0e-04 1/K
Adiabatic rise, resistivity increasing: 204.1 K
Adiabatic rise, resistivity decreasing: 196.1 K
Heat-capacity coefficient: 2.0e-04 1/K
Adiabatic rise, heat capacity increasing: 196.2 K
Oxide thermal conductivity: 1.4 W/(m K)
Oxide heat capacity: 1.60e+06 J/(m3 K)
Oxide effusivity: 1497 J/(m2 K s^0.5)
Film loss time tau: 69.8 ps
Pulse time / tau: 14.34 (dimensionless)
Retained fraction: 0.238 (dimensionless)
Rise, oxide below, closed form: 47.7 K
Rise, oxide below, heat equation: 47.7 K
Rise, diffusion in film resolved: 48.5 K
Thickness for 10% loss, uniform film: 130 nm
Rise at that thickness, resolved: 185.3 K
Contact conductance: 200 MW/(m2 K)
Rise, oxide below with contact: 56.5 K
Same by Laplace inversion: 56.5 K
Rise, oxide on both faces with contacts: 31.9 K
Covered narrow strip, centre rise: 30.2 K
Covered narrow strip, mean rise: 28.1 K
Strip test, heat equation: 56.1 K
Strip test, integral solution: 56.1 K
Metal thermal conductivity estimate: 3.66 W/(m K)
Diffusion length in metal: 38.3 nm
Diffusion length in oxide: 29.6 nm
```
